\section*{Phonon conductivity accumulated over mean free path in the isotropic relaxation-time model, part 2}

The problem is how the bulk thermal conductivity $k$ of an isotropic solid, defined by $\mathbf J=-k\,\nabla T$, is distributed over phonon mean free paths. The accumulated conductivity $k_{\rm acc}(\Lambda_c)$ is the part carried by phonons whose mean free path does not exceed $\Lambda_c$. Units are SI unless a model is called dimensionless.

A phonon mode has wavenumber $q$, frequency $\omega$, group speed $v$, relaxation time $\tau$ and mean free path $\Lambda=v\tau$; $v_x$ is its velocity component along the temperature gradient. At temperature $T$ its equilibrium (Bose) occupation is $n_0=1/(e^x-1)$ with $x=\hbar\omega/(k_BT)$. Branch $s$ has heat capacity per volume and per unit $q$
\[
c_s(q)=\frac{q^2}{2\pi^2}\,k_BE\!\left(\frac{\hbar\omega_s(q)}{k_BT}\right),
\]
where $k_BE(x)$ is the heat capacity of one mode.

For one group of phonons with heat capacity per volume $C$, $k=\tfrac13Cv\Lambda$. In general, the Boltzmann equation in the relaxation-time approximation gives
\[
k_{\rm acc}(\Lambda_c)=\frac13\int_0^{\Lambda_c}C_\Lambda\,\bar v(\Lambda)\,\Lambda\,d\Lambda .
\]
Here $C_\Lambda\,d\Lambda$ is the heat capacity per volume of the modes with free path between $\Lambda$ and $\Lambda+d\Lambda$, and $\bar v$ is their mean speed weighted by heat capacity.

The closing table, where "mfp" means mean free path, also lists two checks of this derivation. The "ray flux" lines compare the flux of one Debye frequency, computed with full Bose occupations in an exactly linear temperature profile, with the flux linear in the gradient; the deviation is quadratic in the temperature change per free path. The "non-monotonic model" has a single and a doubly degenerate branch, $\omega=\omega_t\sin(\pi q/2)$ for $0\le q\le1$, with $\omega_t=1$ and $0.6$ respectively, $k_BT/\hbar=0.5$, and scattering rate $\omega^2+0.05^2/[(\omega-0.4)^2+0.05^2]$. Several wavenumbers can then share one free path, and the direct sum over modes is compared with the integral over $\Lambda$.

\section{A Debye solid, its long tail, and the meaning of the cutoff}

The first half gave the conductivity accumulated up to the mean free path $\Lambda_c$ as
\begin{equation}
k_{\rm acc}(\Lambda_c)=\frac13\int_0^{\Lambda_c}C_\Lambda\,v\,\Lambda\,d\Lambda ,
\end{equation}
written here for modes of one common speed $v$. The density $C_\Lambda$ is the heat capacity per volume and per unit free path, its integral is the heat capacity $C$, and $\Lambda=v\tau$ with relaxation time $\tau$. One mode of frequency $\omega$ has heat capacity $k_BE(x)$, where $x=\hbar\omega/(k_BT)$ and $E(x)=[(x/2)/\sinh(x/2)]^2$. The assumptions are isotropy, independent relaxation of each mode, and a weak steady gradient in bulk material.

Consider three equal branches with $\omega=vq$ up to the Debye frequency $\omega_D$. Replacing $q$ by $\omega/v$ and $dq$ by $d\omega/v$ in $3q^2dq/(2\pi^2)$ gives the heat capacity per unit frequency,
\begin{equation}
c_\omega=\frac{3\omega^2}{2\pi^2v^3}\,k_BE(x).
\end{equation}
Let the scattering rate be $1/\tau=A\omega^2$, where $A$ is a time that is fixed at the chosen temperature. Then
\begin{equation}
\Lambda=\frac{v}{A\omega^2},\qquad
\omega=\sqrt{\frac{v}{A\Lambda}},\qquad
\left|\frac{d\omega}{d\Lambda}\right|=\frac{\omega}{2\Lambda}.
\end{equation}
The shortest free path belongs to the highest frequency, $\Lambda_{\min}=v/(A\omega_D^2)$, and there is no longest one. Each $\Lambda$ corresponds to a single frequency, so the density is
\begin{equation}
C_\Lambda=c_\omega\left|\frac{d\omega}{d\Lambda}\right|=\frac{c_\omega\,\omega}{2\Lambda}
=\frac{3k_B\omega^3E(x)}{4\pi^2v^3\Lambda}.
\end{equation}
In terms of frequency the conductivity has a simple integrand, because the $\omega^2$ of the density of modes cancels the $\omega^2$ of the scattering rate:
\begin{equation}
\frac13c_\omega v\Lambda
=\frac13\,\frac{3\omega^2k_BE}{2\pi^2v^3}\,v\,\frac{v}{A\omega^2}
=\frac{k_BE(x)}{2\pi^2vA}.
\end{equation}
The condition $\Lambda\le\Lambda_c$ means $\omega\ge\omega_c$ with $\omega_c=\omega_D\sqrt{\Lambda_{\min}/\Lambda_c}$. For $\Lambda_c\ge\Lambda_{\min}$ this gives
\begin{equation}
k_{\rm acc}(\Lambda_c)=\frac{k_B}{2\pi^2vA}\int_{\omega_c}^{\omega_D}E\!\left(\frac{\hbar\omega}{k_BT}\right)d\omega ,
\end{equation}
and below $\Lambda_{\min}$ it is zero.

In the classical limit $k_BT\gg\hbar\omega_D$ one has $E=1$, and equal frequency intervals carry equal shares of the conductivity. Therefore
\begin{equation}
k_{\rm cl}=\frac{k_B\omega_D}{2\pi^2vA},\qquad
\frac{k_{\rm acc}}{k_{\rm cl}}=1-\frac{\omega_c}{\omega_D}=1-\sqrt{\frac{\Lambda_{\min}}{\Lambda_c}} .
\end{equation}
Half of the conductivity is reached when the root equals $\tfrac12$, at $\Lambda_c=4\Lambda_{\min}$. Nine tenths are reached when it equals $\tfrac1{10}$, at $100\Lambda_{\min}$. The missing part falls as $\Lambda_c^{-1/2}$, so reducing it tenfold requires a cutoff a hundred times larger.

The heat capacity is distributed very differently. Classically $C=k_B\omega_D^3/(2\pi^2v^3)$, and the modes with free path above $\Lambda_c$ are those below $\omega_c$. Their share of $C$ is
\begin{equation}
\left(\frac{\omega_c}{\omega_D}\right)^3=\left(\frac{\Lambda_{\min}}{\Lambda_c}\right)^{3/2}.
\end{equation}
Beyond $100\Lambda_{\min}$ lies one thousandth of the heat capacity, yet one tenth of the conductivity. These few modes matter because each carries its energy so far between collisions.

A single free path can be assigned to a solid by inverting the formula for one group, $\Lambda_1=3k/(Cv)$. Inserting the accumulated form shows what it measures:
\begin{equation}
\Lambda_1=\frac{3k}{Cv}=\frac{\int_0^\infty\Lambda\,C_\Lambda\,d\Lambda}{\int_0^\infty C_\Lambda\,d\Lambda}.
\end{equation}
It is the average free path weighted by heat capacity. Classically,
\begin{equation}
\Lambda_1=\frac3v\,\frac{k_B\omega_D}{2\pi^2vA}\,\frac{2\pi^2v^3}{k_B\omega_D^3}=\frac{3v}{A\omega_D^2}=3\Lambda_{\min}.
\end{equation}
At this cutoff $k_{\rm acc}/k=1-1/\sqrt3\approx0.42$, so more than half of the heat is carried by modes with longer free paths. An average weighted by conductivity would not even exist in this model: the density $dk_{\rm acc}/d\Lambda$ falls as $\Lambda^{-3/2}$, and multiplying it by $\Lambda$ gives a divergent integral.

For a numerical case take the round parameters $v=6000$ m/s, $\omega_D=6.00\times10^{13}$ rad/s, $A=1.0\times10^{-16}$ s and $T=300$ K. They define a model and do not represent a particular material. The shortest free path is
\begin{equation}
\Lambda_{\min}=\frac{6000\ \mathrm{m/s}}{(1.0\times10^{-16}\ \mathrm s)(6.00\times10^{13}\ \mathrm{s^{-1}})^2}
=1.667\times10^{-8}\ \mathrm m=16.67\ \mathrm{nm}.
\end{equation}
Phonons are treated as particles with a definite wavevector, which requires many oscillations between collisions. The product $\omega\tau=1/(A\omega)$ is smallest at $\omega_D$, where it is about 167, so the condition holds throughout the band.

The classical conductivity is 69.9 W/(m\,K). With the Bose occupations, integration gives $k=65.7$ W/(m\,K) and $C=6.24\times10^5$ J/(m$^3$\,K). A temperature difference of the energy density gives the same $C$. The reduction of $k$ can be followed by hand. With $y=x/2$,
\begin{equation}
\left(\frac{\sinh y}{y}\right)^2=1+\frac{y^2}{3}+\dots,\qquad
E(x)=1-\frac{y^2}{3}+\dots=1-\frac{x^2}{12}+\dots .
\end{equation}
Let $x_D=\hbar\omega_D/(k_BT)=1.528$. The conductivity involves the plain average of $E$ over frequency, and the heat capacity involves the average with weight $\omega^2$. Writing $z=\omega/\omega_D$,
\begin{align}
\frac{k}{k_{\rm cl}}&=\int_0^1\left(1-\frac{x_D^2z^2}{12}\right)dz+\dots=1-\frac{x_D^2}{36}+\dots,\\
\frac{C}{C_{\rm cl}}&=3\int_0^1z^2\left(1-\frac{x_D^2z^2}{12}\right)dz+\dots=1-\frac{x_D^2}{20}+\dots .
\end{align}
The first line gives 0.935, against $65.708/69.944=0.939$ from the full integral. The heat capacity loses more than the conductivity, since its weight lies at high frequency. The single free path therefore grows, to this order by the factor $1+x_D^2(1/20-1/36)=1+x_D^2/45=1.052$, from 50.0 nm to 52.6 nm. The full values agree:
\begin{equation}
\Lambda_1=\frac{3\times65.708}{6.2417\times10^5\times6000}\ \mathrm m=5.264\times10^{-8}\ \mathrm m=52.6\ \mathrm{nm}.
\end{equation}

The median free path, at which $k_{\rm acc}=k/2$, is 73.4 nm, and 90 per cent of $k$ is reached at 1886 nm. The classical rules would give 66.7 nm and 1667 nm. The shift has a simple origin: quantum statistics removes conductivity at high frequency, where free paths are short, and leaves the tail nearly unchanged. Setting $E=1$ below $\omega_c$, but keeping the true total, the missing fraction is $(k_{\rm cl}/k)\sqrt{\Lambda_{\min}/\Lambda_c}$. Equating it to one tenth gives
\begin{equation}
\Lambda_{90}\approx100\,\Lambda_{\min}\left(\frac{k_{\rm cl}}{k}\right)^2
=1667\ \mathrm{nm}\times\left(\frac{69.944}{65.708}\right)^2\approx1889\ \mathrm{nm},
\end{equation}
close to the full result.

At 100 nm the heat capacity density is 691 J/(m$^3$\,K) per nanometre of free path. The slope of the accumulation curve there is
\begin{equation}
\frac{dk_{\rm acc}}{d\Lambda}=\frac{C_\Lambda v\Lambda}{3}
=\frac{691.2\times6000\times10^{-7}}{3}=0.138\ \mathrm{W/(m\,K)}\ \text{per nm}.
\end{equation}
Up to this cutoff the modes carry 37.5 W/(m\,K), or 57 per cent of $k$. At $10\,\mu$m the share is 95.7 per cent, so more than 4 per cent of the conductivity still belongs to longer free paths. An explicit sum over a three-dimensional grid of wavevectors, using $v_x^2\tau$ for each mode and no angular average, gives 15.39, 37.46 and 56.70 W/(m\,K) at cutoffs of 30, 100 and 1000 nm. The integral over free path gives 15.38, 37.46 and 56.69 W/(m\,K). This tests the factor one third, the density of modes and the Jacobian together.

At low temperature, $k_BT\ll\hbar\omega_D$, the upper limit of the frequency integral may be moved to infinity. Integration by parts gives $\int_0^\infty E\,dx=2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$, and so
\begin{equation}
k\to\frac{k_B}{2\pi^2vA}\,\frac{k_BT}{\hbar}\,\frac{\pi^2}{3}=\frac{k_B^2T}{6\hbar vA}.
\end{equation}
The important frequencies then scale with $T$ and, at fixed $A$, the median free path scales as $T^{-2}$. In a real solid $A$ itself changes with temperature, so this limit describes the effect of the occupations and not a measured temperature dependence.

The unlimited free paths also limit the model. Write the rate at small $q$ more generally as $q^p$, with constant speed, so that $\Lambda\propto q^{-p}$. The conductivity integrand behaves as $q^{2-p}$, and its integral converges at $q=0$ for $p<3$. The part missing above the cutoff is then proportional to $q_c^{3-p}$, that is, to $\Lambda_c^{-(3-p)/p}$, which reproduces the power $-\tfrac12$ for $p=2$. For $p\ge3$ the bulk conductivity diverges, while $k_{\rm acc}$ at a finite cutoff remains finite. Another scattering mechanism or the size of the sample must then limit the longest paths. Even for $p=2$, the modes whose free path exceeds the sample do not obey the bulk solution.

This raises the question of what the cutoff means for a small body. The function $k_{\rm acc}(L)$ is a way of sorting bulk modes, and it is not in general the conductivity of a body of size $L$. A mode with $\Lambda>L$ still carries heat in such a body, and a mode with $\Lambda<L$ is still hindered by boundaries that scatter it, though not by mirror-like walls parallel to the heat flow. A simple model shows both effects. Let the boundaries add a scattering rate $v/L$ to that of the bulk, so that
\begin{equation}
\frac1{\Lambda_{\rm eff}}=\frac1\Lambda+\frac1L,\qquad
\Lambda_{\rm eff}=\frac{\Lambda}{1+\Lambda/L}.
\end{equation}
The conductivity becomes a weighted integral over the accumulation curve,
\begin{equation}
k_{\rm eff}(L)=\int_0^\infty\frac{dk_{\rm acc}}{d\Lambda}\,\frac{d\Lambda}{1+\Lambda/L}
=\int_0^\infty k_{\rm acc}(\Lambda)\,\frac{d\Lambda}{L(1+\Lambda/L)^2}.
\end{equation}
The second form follows by parts. The boundary terms vanish because $k_{\rm acc}(0)=0$ and because the weight $1/(1+\Lambda/L)$ tends to zero at infinity, where $k_{\rm acc}$ is bounded. The new weight integrates to one, so $k_{\rm eff}(L)$ is an average of $k_{\rm acc}$ over a broad range of free paths, with half of the weight below $L$ and half above. It would equal $k_{\rm acc}(L)$ if the boundaries left all shorter paths untouched and blocked all longer ones.

For the classical Debye solid set $y=\sqrt{\Lambda_{\min}/L}$ and $z=\omega/\omega_D$. Then $\Lambda/L=y^2/z^2$, and equal frequency intervals have equal bulk weight:
\begin{equation}
\frac{k_{\rm eff}}{k_{\rm cl}}=\int_0^1\frac{z^2}{z^2+y^2}\,dz
=\int_0^1\left(1-\frac{y^2}{z^2+y^2}\right)dz=1-y\arctan\frac1y .
\end{equation}
The accumulated fraction at the same length is $1-y$ for $y\le1$. The two are equal when $\arctan(1/y)=1$, which gives $L=\Lambda_{\min}\tan^2 1\approx2.4\,\Lambda_{\min}$, about 40 nm here. For larger $L$ the size-limited value is the smaller one, and it approaches the bulk as $1-\pi y/2$. For small $L$ the expansion $\arctan(1/y)\approx1/y-1/(3y^3)$ gives $k_{\rm eff}/k_{\rm cl}\to L/(3\Lambda_{\min})$, or $k_{\rm eff}\to\tfrac13CvL$: in this model every phonon then has the free path $L$. The coefficient depends on geometry: ballistic flow across a slab between black walls gives $\tfrac14CvL$, and for flow along a film with diffuse walls $k_{\rm eff}/(CvL)$ grows logarithmically as $L/\Lambda\to0$.

The values at 300 K with Bose occupations show the same pattern. At 10 nm, below the shortest bulk free path, $k_{\rm acc}$ is zero while $k_{\rm eff}$ is 14 per cent of $k$. At 30 nm the fractions are 0.23 and 0.30, and at 100 nm they have changed order, 0.57 and 0.50. At 1000 nm they are 0.86 and 0.80. The change of order and the length at which it occurs belong to the added rate $v/L$ and need not hold for other geometries. A real film or wire needs its own weight function, which depends on its shape, on the direction of heat flow and on the reflection at its surfaces. The accumulation curve supplies the bulk part of that calculation; the full set of values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
sound speed v = 6000 m/s
Debye frequency = 6.00e+13 rad/s
scattering strength A = 1.0e-16 s
temperature = 300 K
hbar*w_D/(kB*T) = 1.5276
shortest mfp = 16.667 nm
heat capacity C = 6.2417e+05 J/(m^3 K)
C from energy difference = 6.2417e+05 J/(m^3 K)
bulk conductivity k = 65.708 W/(m K)
classical k = 69.944 W/(m K)
single-path estimate 3k/(Cv) = 52.64 nm
median mfp = 73.37 nm
90 percent mfp = 1886.3 nm
C_mfp at 100 nm = 6.9117e+02 J/(m^3 K nm)
dk_acc/dmfp at 100 nm = 0.13823 W/(m K nm)
cutoff or size (nm) | k_acc (W/(m K)) | k_acc/k | classical k_acc/k | size-limited k_eff/k
    10 |    0.000 | 0.0000 | 0.0000 | 0.1426
    30 |   15.382 | 0.2341 | 0.2546 | 0.2951
   100 |   37.458 | 0.5701 | 0.5918 | 0.5027
   300 |   49.281 | 0.7500 | 0.7643 | 0.6715
  1000 |   56.688 | 0.8627 | 0.8709 | 0.8045
 10000 |   62.853 | 0.9565 | 0.9592 | 0.9338
wavevector sum, cutoff 30 nm: 15.387 W/(m K)
wavevector sum, cutoff 100 nm: 37.462 W/(m K)
wavevector sum, cutoff 1000 nm: 56.698 W/(m K)
ray flux, 1 K per mfp: relative deviation -1.852e-06
ray flux, 2 K per mfp: relative deviation -7.412e-06
non-monotonic model (dimensionless): cutoff | modes at cutoff | mode sum/k | mfp integral/k
  0.8 | 4 | 0.10526 | 0.10526
  2.0 | 4 | 0.42449 | 0.42449
 10.0 | 2 | 0.78693 | 0.78692
\end{verbatim}
